\section*{Why neglecting two-centre spin-orbit terms works in the atomic mean field}

\section{The question}

In the atomic mean-field treatment of spin-orbit coupling, an electron described by functions on atom $A$ feels the nucleus of $A$ and the averaged electrons of $A$. The nucleus of a neighbouring atom $B$ is left out, although its electric field falls only as the inverse square of the distance and its charge may be large. The electrons of $B$ are left out as well. Why is this acceptable, what remains of the neighbour, and how large is it?

\section{The mechanism}

Spin-orbit coupling is driven by the electric field through which an electron moves. Seen from $A$, the nucleus of $B$ produces a field proportional to $Z/R^2$. The electrons of $B$ produce a field of opposite sign. If $B$ is neutral and spherical, the two fields cancel wherever the electron is outside the charge cloud of $B$. What is left comes from penetration: part of the orbital on $A$ lies inside the cloud of $B$, where the screening is incomplete.

The argument therefore concerns a sum. Neither the nuclear nor the electronic term is short-ranged by itself. It also covers only part of what is neglected. Exchange with the electrons of $B$ has no nuclear partner, and matrix elements between a function on $A$ and one on $B$ sample the strong field close to either nucleus. Those terms need a separate argument, based on overlap.

\section{From the pair operator to a mean field}

I use atomic units and an electron $g$-factor of 2. The Breit--Pauli spin-orbit operator is
\begin{align}
H={}&\frac{\alpha^2}{2}\sum_{i,C}Z_C\,\frac{\mathbf r_{iC}\times\mathbf p_i}{r_{iC}^3}\cdot\mathbf s_i\nonumber\\
&-\frac{\alpha^2}{2}\sum_{i\ne j}\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3}\cdot(\mathbf s_i+2\mathbf s_j),
\end{align}
where $\mathbf r_{iC}$ points from nucleus $C$ to electron $i$, and $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$. Write $\mathbf W_{12}=\mathbf r_{12}\times\mathbf p_1/r_{12}^3$ and
\begin{equation}
(ab|\mathbf W|cd)=\iint\phi_a(1)\phi_c(2)\,\mathbf W_{12}\,\phi_b(1)\phi_d(2)\,d^3r_1d^3r_2
\end{equation}
for real orbitals. One pair of electrons carries the operator $-(\alpha^2/2)[\mathbf W_{12}\cdot(\mathbf s_1+2\mathbf s_2)+\mathbf W_{21}\cdot(\mathbf s_2+2\mathbf s_1)]$.

Let electron 1 go from spin orbital $j\sigma'$ to $i\sigma$ while a spectator occupies orbital $k$. The spectator has occupation $n_k$, shared equally between its two spins $\tau$. Each spin then carries weight $n_k/2$.

In the direct term the spectator keeps its spin. For $\mathbf W_{12}$, the sum over $\tau$ turns $\mathbf s_1$ into $2\mathbf s_{\sigma\sigma'}$, whereas $2\mathbf s_2$ gives the trace of a spin matrix, which is zero. For $\mathbf W_{21}$, the surviving part is proportional to $(kk|\mathbf W|ij)$. This integral vanishes. With $\mathbf G=\mathbf r_{12}/r_{12}^3$, real orbitals obey
\begin{align}
(ab|\mathbf W|cd)+(ba|\mathbf W|cd)
&=-i\iint\phi_c\phi_d\,\mathbf G\times\nabla_1(\phi_a\phi_b)\nonumber\\
&=-i\iint\phi_c\phi_d\,\phi_a\phi_b\,(\nabla_1\times\mathbf G)=0 .
\end{align}
The second line follows by partial integration, and $\mathbf G$ has no curl because it is a gradient. Setting $a=b=k$ gives $(kk|\mathbf W|ij)=0$: a real orbital carries no current.

In the exchange term electron 1 comes from $k\tau$ and electron 2 from $j\sigma'$. For $\mathbf W_{12}$ the spin factor is
\begin{equation}
\sum_\tau\left(\mathbf s_{\sigma\tau}\delta_{\tau\sigma'}+2\,\delta_{\sigma\tau}\mathbf s_{\tau\sigma'}\right)=3\,\mathbf s_{\sigma\sigma'} ,
\end{equation}
and $\mathbf W_{21}$ gives the same factor. Multiplying the direct factor 2 and the exchange factor 3 by $n_k/2$ yields
\begin{align}
h_{ij}=\frac{\alpha^2}{2}\,\mathbf s\cdot\Big\{&\sum_C Z_C\langle i|\mathbf W_C|j\rangle-\sum_k n_k\Big[(ij|\mathbf W|kk)\nonumber\\
&-\tfrac32(ik|\mathbf W|kj)-\tfrac32(kj|\mathbf W|ik)\Big]\Big\},
\label{mf}
\end{align}
with $\mathbf W_C=\mathbf r_C\times\mathbf p/r_C^3$. I take the density to be a superposition of frozen atoms, so each $k$ belongs to one atom. The one-centre approximation keeps a term if $i$, $j$ and the source ($C$ or $k$) all lie on the same atom.

\section{What a spherical neighbour does}

Take $i$ and $j$ on $A$, and let $B$ be the source. The direct integral contains the field of the electron density $\rho_B$. Let $Q(r)$ be the number of electrons of $B$ within distance $r$ of its nucleus. For a spherical density, Gauss's law gives
\begin{equation}
\int\rho_B(\mathbf r')\frac{\mathbf r-\mathbf r'}{|\mathbf r-\mathbf r'|^3}\,d^3r'=Q(r_B)\frac{\mathbf r_B}{r_B^3}.
\end{equation}
The nuclear term has the same form with $Z$ in place of $Q$. Their difference is
\begin{equation}
h_B=\frac{\alpha^2}{2}\,w(r_B)\,\mathbf l_B\cdot\mathbf s,\qquad w(r_B)=\frac{Z-Q(r_B)}{r_B^3},
\label{gauss}
\end{equation}
where $\mathbf l_B=\mathbf r_B\times\mathbf p$. Outside the cloud, $Z-Q$ equals the net charge $q$ of $B$, which is zero for a neutral atom.

\subsection{The long-range law for a net charge}

Put $A$ at the origin and $B$ at $R\hat{\mathbf z}$, so that $\mathbf r_B=\mathbf r-R\hat{\mathbf z}$. For $r\ll R$,
\begin{equation}
\frac1{r_B^3}=(R^2-2Rz+r^2)^{-3/2}=\frac1{R^3}\left(1+\frac{3z}{R}+\dots\right),
\end{equation}
and hence
\begin{equation}
q\frac{\mathbf r_B}{r_B^3}=-\frac{q}{R^2}\hat{\mathbf z}+\frac{q}{R^3}(\mathbf r-3z\hat{\mathbf z})+\dots
\label{field}
\end{equation}

The first term is the inverse-square field. Since $\hat{\mathbf z}\times\mathbf p=(-p_y,p_x,0)$, it contributes
\begin{equation}
h^{(1)}=\frac{\alpha^2q}{2R^2}(s_xp_y-s_yp_x).
\label{sp}
\end{equation}
Momentum is odd under inversion through $A$, so this operator couples $s$ with $p$ functions but has no matrix elements within one shell. The inverse-square law of the field is therefore not the law felt inside a $p$ shell.

The second term of (\ref{field}) gives the operator
\begin{equation}
\mathbf s\cdot[(\mathbf r-3z\hat{\mathbf z})\times\mathbf p]=\mathbf l\cdot\mathbf s+3zp_ys_x-3zp_xs_y .
\end{equation}
From $l_x=yp_z-zp_y$ and $l_y=zp_x-xp_z$ we have
\begin{align}
zp_y&=-\tfrac12l_x+\tfrac12(zp_y+yp_z),\nonumber\\
zp_x&=\tfrac12l_y+\tfrac12(zp_x+xp_z).
\end{align}
The symmetric combinations drop out within a shell. Because $yz$ is harmonic, $zp_y+yp_z=i[p^2/2,\,yz]$. Members of a $p$ shell have the form $\phi_a=x_af(r)$, and $(p^2/2)\phi_a=x_ag(r)$ with one common function $g$. The commutator's matrix element is then $\int yz\,x_ax_b(gf-fg)\,d^3r=0$. The same holds for $xz$. What remains is
\begin{equation}
h^{(2)}=\frac{\alpha^2q}{2R^3}\left[l_zs_z-\tfrac12(l_xs_x+l_ys_y)\right].
\label{pshell}
\end{equation}
The size of the orbital does not enter.

Higher terms of the expansion do not alter these two laws. A potential term of degree $L$ makes an operator of tensor rank $L$ in the combined orbital and spin space. Its spin part has rank 1. Its orbital matrix within a real $p$ shell is antisymmetric, as shown above for $\mathbf W$, and the antisymmetric $3\times3$ matrices are spanned by the three components of $\mathbf l$, again of rank 1. Two ranks of 1 combine to at most 2, so $L\le2$, and parity selects $L=2$. Between $s$ and $p$ the orbital rank is also 1, and parity selects $L=1$. Equations (\ref{sp}) and (\ref{pshell}) thus hold up to penetration, meaning the part of the orbital that lies inside the cloud of $B$ or at $r>R$, where the expansion in $r/R$ does not converge.

\subsection{What is left for a neutral neighbour}

For $q=0$ the operator (\ref{gauss}) still acts where the orbital enters the cloud of $B$. Write the $p$-shell operator as $c_zl_zs_z+c_x(l_xs_x+l_ys_y)$. Both atoms lie on the $z$ axis, so $l_{B,z}=l_z$. From $l_z\phi_y=-i\phi_x$,
\begin{equation}
c_z=\frac{\alpha^2}{2}\int w(r_B)\,x^2f^2\,d^3r .
\label{cz}
\end{equation}
For the other component, $l_{B,x}=l_x+Rp_y$. Here $l_x\phi_z=-i\phi_y$ and $p_y\phi_z=-iyzf'/r$, so
\begin{equation}
c_x=\frac{\alpha^2}{2}\int w(r_B)\,y^2\left(f^2+\frac{Rz}{r}ff'\right)d^3r .
\label{cx}
\end{equation}

The integral (\ref{cz}) is positive for a neutral atom, since $Q<Z$ at finite distance. To see its range, note that $r+r_B\ge R$, so every point has $r\ge R/2$ or $r_B\ge R/2$. In the first case $f^2$ is in its exponential tail. In the second, $Z-Q$ is. The nuclear singularity does no harm, because $x^2\le r_B^2$ makes $x^2/r_B^3\le1/r_B$, which is integrable. The same reasoning applies to (\ref{cx}), whose extra factor $R$ cannot offset an exponential. The neutral remainder falls faster than any power of $1/R$.

\section{What neutrality does not cancel}

The exchange integrals $(ik|\mathbf W|kj)$ and $(kj|\mathbf W|ik)$, with $i,j$ on $A$ and $k$ on $B$, contain a product of an $A$ and a $B$ orbital for each electron. They decrease roughly as the square of an overlap. This also makes them short-ranged, but it does not make them smaller than the penetration term.

Next take $i$ on $A$ and $j$ on $B$. Near the nucleus of $A$ the factor $Z-Q_A$ is large, whether or not the atom is neutral. The element is limited by the small tail of $\phi_j$ in that region, and by the corresponding tail of $\phi_i$ near $B$. Only one overlap factor appears, so this $A$--$B$ block can be expected to exceed the neighbour terms within the functions of $A$. Its size has to be computed.

\section{Two phosphorus atoms}

Phosphorus suits the question because atoms of one element can be neutral neighbours, and because a half-filled $3p$ shell is spherical. Each atom is a frozen quartet atom from non-relativistic restricted open-shell Hartree--Fock, in an even-tempered basis of 16 $s$ and 11 $p$ exponents. Its spin is averaged in (\ref{mf}). Bonding, relaxation, correlation and relativistic changes of the orbitals are left out. The numbers therefore measure neglected integrals; they are not splittings of a molecule.

The one-centre $3p$ parameter, the factor $\zeta$ in $\zeta\,\mathbf l\cdot\mathbf s$, is the sum of nuclear, direct and exchange parts:
\begin{equation}
\zeta=288.97-42.62-18.10\approx228.3\ \mathrm{cm^{-1}} .
\end{equation}

The nuclear part is sensitive to the tightest $p$ exponents: a larger basis raises it to about $290.2$ and $\zeta$ to about $229.4\ \mathrm{cm^{-1}}$, a shift of 0.5\% that does not affect the ratios below.

Now place the second atom at $R=4.2$ bohr, roughly the length of a P--P single bond. With $\alpha^2/2=5.844\ \mathrm{cm^{-1}}$, the point-charge law (\ref{pshell}) for the bare nucleus predicts
\begin{equation}
c_z=\frac{15\times5.844}{4.2^3}=1.18\ \mathrm{cm^{-1}} .
\end{equation}
The computed nuclear term is $1.165\ \mathrm{cm^{-1}}$; since a bare nucleus has no cloud, the difference comes from the part of the orbital at $r>R$, where the expansion (\ref{field}) does not apply. The direct electronic term is $-1.118\ \mathrm{cm^{-1}}$. Their sum is $0.047\ \mathrm{cm^{-1}}$, or 4\% of the nuclear term. With distance the $l_zs_z$ coefficients, in $\mathrm{cm^{-1}}$, become

\begin{center}
\begin{tabular}{cccc}
$R$ (bohr) & nuclear & neutral sum & exchange\\
4.2 & 1.165 & $4.7\times10^{-2}$ & $-8.2\times10^{-2}$\\
6.0 & 0.405 & $2.1\times10^{-3}$ & $-6.6\times10^{-3}$\\
9.0 & 0.120 & $1.2\times10^{-5}$ & $-6.1\times10^{-5}$\\
12.0 & 0.051 & $6.1\times10^{-8}$ & $-4.9\times10^{-7}$
\end{tabular}
\end{center}

If the neutral sum is written locally as a power $R^{-n}$, the three intervals give $n=8.7$, $12.9$ and $18.2$. No fixed power fits. At the largest distances the Gaussian tails of the basis affect the values: at 9 bohr the neutral sum falls by about 5\%, to $1.1\times10^{-5}$, in a larger basis; at 12 bohr the neutral sums and the exchange terms are uncertain by up to some 20\%, and the last exponent by about half a unit. The growth of $n$ with distance is not affected.

Exchange is larger in magnitude than the neutral sum at all four distances. At the bond distance it has the opposite sign, and the total is $0.047-0.082=-0.035\ \mathrm{cm^{-1}}$, about $1.5\times10^{-4}$ of $\zeta$ in magnitude. The smallness of this total relative to the nuclear term thus rests on charge cancellation and small overlap together.

The transverse coefficient behaves differently in detail. At 4.2 bohr the neutral sum is $c_x=-0.121\ \mathrm{cm^{-1}}$, larger in magnitude than $c_z$, and the exchange term is $+0.140\ \mathrm{cm^{-1}}$. Equation (\ref{cx}) shows how the sign and size of the neutral sum can arise: in the tail $f'/f$ is negative and is multiplied by $R$. By axial symmetry the first term of (\ref{cx}) equals $c_z$, so $c_x/c_z=1+R\langle(z/r)\,f'/f\rangle$, the average being taken with the weight $w\,y^2f^2$. The computed ratio goes from $-2.6$ at 4.2 bohr to $-9.8$ at 12 bohr, so this average is about $-0.85$ to $-0.90$ per bohr (in larger bases the ratio at 12 bohr is about $-9.5$ and the average there $-0.87$). The weight lies mainly at $z>0$, on the side of $A$ that faces $B$, but vanishes on the axis itself, so $z/r$ stays below 1 where it counts, and this number is not $f'/f$ alone.

The inverse-square law itself appears between $3s$ and $3p$. At 12 bohr, with $|\langle3s|\partial_x|3p_x\rangle|=0.360$ per bohr, (\ref{sp}) gives for the bare nucleus
\begin{equation}
\frac{15\times5.844\times0.360}{12^2}=0.219\ \mathrm{cm^{-1}},
\end{equation}
in agreement with the computed integral. The electrons of the neutral neighbour reduce it to about $2\times10^{-7}\ \mathrm{cm^{-1}}$. The numerical check tests both point-charge laws at this distance, and also tests (\ref{gauss}) by direct quadrature at 4.2 bohr.

The largest of the neglected terms computed here is the $A$--$B$ block. At 4.2 bohr the largest magnitude among its $3p$--$3p$ elements is $1.15\ \mathrm{cm^{-1}}$ from the nuclei alone, $0.68$ after adding the direct electronic terms, and $0.86$ with exchange included (the last two become $0.70$ and $0.88$ in a larger basis). The first two maxima belong to different elements. Taken one by one, the elements change sign when the direct electronic terms are added: the $s_z$ element between $\phi_x$ on $A$ and $\phi_y$ on $B$ goes from $1.15$ to $-0.49\ \mathrm{cm^{-1}}$, and the $s_x$ element between $\phi_y$ and $\phi_z$ from $-0.76$ to $0.68\ \mathrm{cm^{-1}}$ (the last two values shift by 0.02 to 0.03 with the choice of basis). The electronic terms are thus larger than the nuclear ones here, and the two do not nearly cancel. The largest element of the full mean field, $0.86\ \mathrm{cm^{-1}}$, is 0.4\% of $\zeta$. To see its effect, consider orbitals made of equal parts of $A$ and $B$, each with amplitude $1/\sqrt2$ when the overlap in the normalization is ignored. The two one-centre blocks contribute $\frac12(\zeta+\zeta)=\zeta$, while the two cross blocks contribute their average. The relative change is thus of the order of the same 0.4\%.

\section{When the justification weakens}

Suppose the two-centre nuclear term were kept but its electronic partner dropped. For phosphorus at 4.2 bohr this would add $1.165\ \mathrm{cm^{-1}}$ to $c_z$, where the full neighbour contribution is $-0.035\ \mathrm{cm^{-1}}$. For this coefficient the seemingly more complete operator is worse than one without either term. For functions on $A$ and a source on $B$, the nuclear and direct electronic terms belong together: both kept or both dropped. Neutrality gives no such reason for dropping both in the $A$--$B$ block, where the two terms do not nearly cancel.

A charged neighbour leaves the field $q/R^2$, and hence (\ref{pshell}) in a $p$ shell. Removing one $3p$ electron from the neighbour, spread equally over the three orbitals so that the ion stays spherical, and without relaxing its orbitals, gives for the nuclear plus direct terms (exchange not included) $c_z=0.114\ \mathrm{cm^{-1}}$ at 4.2 bohr, against $0.079$ from the point-charge law. The excess is penetration. At 9 bohr both values are $0.0080\ \mathrm{cm^{-1}}$. Even at the shorter distance this coefficient is only 0.05\% of $\zeta$, but the interaction is long-ranged, and the charges of many ions must be summed with their signs and directions.

A neutral neighbour that is not spherical has multipoles. A dipole produces a field falling as $R^{-3}$ and a field gradient falling as $R^{-4}$, so the remainder is again a power law, though a steeper one than for a charge.

Spin polarization removes another assumption. If the spins of $B$ are not averaged, the trace of $2\mathbf s_2$ in the direct term no longer vanishes. The unpaired electrons then act on the orbital motion at $A$, and the nucleus has no spin-dependent term of this kind to compensate them. This contribution is absent from the spin-averaged mean field from the start, also in the phosphorus example. It is not negligible beside the terms computed there: three parallel spins along $z$ on the neighbour give $l_z$ a direct term of $-0.20\ \mathrm{cm^{-1}}$ at 4.2 bohr, larger in magnitude than the spin-averaged total $c_z$, and at large distance it falls only as $R^{-3}$.

Finally, small neglected integrals need not be small relative to every $\zeta$. If $A$ is light, its one-centre parameter is small and its bonds are short. For two frozen nitrogen atoms at 2.75 bohr, roughly a single bond, the largest $2p$--$2p$ element of the $A$--$B$ block from nuclear and direct terms is about 3\% of the one-centre parameter from the same terms. For phosphorus at 4.2 bohr the corresponding figure is 0.3\%. The percentages found for two phosphorus atoms should therefore not be transferred to other pairs; there the penetration, exchange and $A$--$B$ terms have to be evaluated.

\section*{Computed values}
\begin{verbatim}
ROHF energy of P atom: -340.71412 hartree
alpha^2/2 as energy: 5.84366 cm^-1 (times a.u. integral)
basis: 16 s from 0.06, 11 p from 0.05 bohr^-2, ratio 2.5
one-centre 3p, nuclear: 288.969 cm^-1
one-centre 3p, direct electronic: -42.618 cm^-1
one-centre 3p, exchange: -18.095 cm^-1
one-centre 3p parameter zeta: 228.255 cm^-1
<3s|d/dx|3px>: 0.36012 bohr^-1 (magnitude)
R = 4.2 bohr: Z-Q(R) = 1.680e-01 electrons
  l_z s_z: nuclear 1.16477, direct -1.11761 cm^-1
  l_z s_z: neutral sum 4.717e-02, exchange -8.242e-02 cm^-1
  l_x s_x: nuclear -0.52406, neutral sum -1.213e-01, exchange 1.397e-01 cm^-1
  l_z s_z, q=+1: 0.11374, point law 0.07887 cm^-1
  3s-3p magnitude: nuclear 1.76785, neutral sum 8.425e-02 cm^-1
  neutral sum / nuclear, l_z s_z: 0.0405
  (neutral sum + exchange) / zeta, l_z s_z: -1.54e-04
R = 6.0 bohr: Z-Q(R) = 1.245e-02 electrons
  l_z s_z: nuclear 0.40542, direct -0.40332 cm^-1
  l_z s_z: neutral sum 2.105e-03, exchange -6.571e-03 cm^-1
  l_x s_x: nuclear -0.20093, neutral sum -8.923e-03, exchange 2.289e-02 cm^-1
  l_z s_z, q=+1: 0.02858, point law 0.02705 cm^-1
  3s-3p magnitude: nuclear 0.87643, neutral sum 4.864e-03 cm^-1
R = 9.0 bohr: Z-Q(R) = 1.612e-04 electrons
  l_z s_z: nuclear 0.12024, direct -0.12023 cm^-1
  l_z s_z: neutral sum 1.150e-05, exchange -6.096e-05 cm^-1
  l_x s_x: nuclear -0.06011, neutral sum -7.744e-05, exchange 3.748e-04 cm^-1
  l_z s_z, q=+1: 0.00802, point law 0.00802 cm^-1
  3s-3p magnitude: nuclear 0.38971, neutral sum 3.265e-05 cm^-1
R = 12.0 bohr: Z-Q(R) = 6.171e-07 electrons
  l_z s_z: nuclear 0.05073, direct -0.05073 cm^-1
  l_z s_z: neutral sum 6.081e-08, exchange -4.916e-07 cm^-1
  l_x s_x: nuclear -0.02536, neutral sum -5.960e-07, exchange 4.368e-06 cm^-1
  l_z s_z, q=+1: 0.00338, point law 0.00338 cm^-1
  3s-3p magnitude: nuclear 0.21921, neutral sum 1.951e-07 cm^-1
local power of 1/R, neutral sum: 8.72, 12.85, 18.22
exchange, largest element, 12 over 4.2 bohr: 3.13e-05
A-B block at 4.2 bohr, largest magnitudes:
  nuclear only 1.1505 cm^-1
  nuclear + direct 0.6777 cm^-1
  full mean field 0.8611 cm^-1
  full mean field / zeta 0.0038
\end{verbatim}
